# Why Lattice Diffusion Alone Cannot Move an Insulating Void

**Question.** A metal line carries a current, and the electron wind drives its atoms through the lattice by exchange with vacancies. The line contains a closed, insulating void. Each vacancy drifts under the wind, and a void resembles a large collection of vacancies. If the wind force follows the local current and the vacancy concentration is uniform at its equilibrium value, why does lattice diffusion not make the void drift too?

**Answer.** A void moves only if its surface moves, and lattice diffusion moves the surface only by carrying atoms across it. The void diverts the current, and the diverted current runs parallel to the surface. The wind force does the same, so atoms stream past the void without entering or leaving its surface. The single-vacancy picture fails because a vacancy moves by a jump of a neighbouring atom, whereas a void must be rebuilt by removing atoms from one side and adding them to the other.

## From the mechanism to the flux

Take a cubic, isothermal metal with a rigid lattice, so that the resistivity \(\rho\) and the vacancy diffusivity \(D_v\) are scalars. The wind force on an atom, with the small direct electrostatic force included, is

\[
\mathbf F=Z^*e\rho\,\mathbf j ,
\]

where \(\mathbf j\) is the local current density and \(Z^*\) the effective charge number. For negative \(Z^*\) the atoms are pushed along the electron flow. Vacancies are pushed the opposite way. With vacancy concentration \(c\), their flux is

\[
\mathbf J_v=-D_v\nabla c-\frac{D_v c}{kT}\,\mathbf F .
\]

Each vacancy jump moves one atom backwards, so the atomic flux is \(\mathbf J_a=-\mathbf J_v\). For uniform \(c=c_0\) the gradient term vanishes. With atomic volume \(\Omega\) and lattice self-diffusivity \(D_L=\Omega c_0D_v\),

\[
\mathbf J_a=\frac{D_L}{\Omega kT}\,\mathbf F=M\,\mathbf j,\qquad
M=\frac{D_LZ^*e\rho}{\Omega kT}.
\]

The factor \(M\) is the same everywhere. Let \(\mathbf n\) point from the void into the metal. In steady conduction, no current enters an insulating void, so \(\mathbf j\cdot\mathbf n=0\) at each surface point. Therefore

\[
\mathbf J_a\cdot\mathbf n=M\,\mathbf j\cdot\mathbf n=0 .
\]

An atom that leaves the surface for the metal makes the void larger by \(\Omega\), so the surface moves outward at

\[
v_n=\Omega\,\mathbf J_a\cdot\mathbf n=0 .
\]

The void neither drifts nor changes shape. The argument is pointwise and does not use the shape of the void. The velocity is measured relative to the lattice: if the lattice itself is displaced, it carries the void along.

## Is uniform concentration consistent with the wind?

The wind is stronger beside the void than in front of it, so one may ask whether vacancies pile up. Their conservation law is

\[
\frac{\partial c}{\partial t}=-\nabla\cdot\mathbf J_v
=D_v\nabla^2c+\frac{D_v}{kT}\left(\mathbf F\cdot\nabla c+c\,\nabla\cdot\mathbf F\right).
\]

Charge conservation gives \(\nabla\cdot\mathbf j=0\), hence \(\nabla\cdot\mathbf F=0\). Every remaining term contains a derivative of \(c\), so a uniform concentration stays uniform. The flux is larger at the flanks because it is squeezed together there, not because atoms accumulate.

The steady solution is also unique when \(c=c_0\) is imposed on the void and far away. The difference \(w\) of two solutions obeys \(\nabla^2w+\mathbf F\cdot\nabla w/kT=0\) and vanishes on both boundaries. By the maximum principle its extremes lie on the boundaries, so \(w=0\). The uniform solution also satisfies a no-flux condition at the void. The result therefore does not depend on whether the surface exchanges vacancies freely.

## The part played by insulation

Suppose one ignored the distortion of the current. The force would keep its far value \(F\) even at the void. With \(\theta\) measured from the atomic drift direction, a sphere would have

\[
v_n=v_a\cos\theta,\qquad v_a=\frac{D_LF}{kT},
\]

which is a rigid translation with the atoms at speed \(v_a\). This is the false drift. Its direction is opposite to that of a single vacancy, so even with an undistorted force the void would not move like a large vacancy.

To see what removes it, let the inclusion carry some current while still acting as a void for atoms. The total current through its surface is zero, so its volume \(\mathcal V\) is constant, and its centroid velocity is

\[
\mathbf V=\frac1{\mathcal V}\oint\mathbf x\,v_n\,dS
=\frac{\Omega M}{\mathcal V}\oint\mathbf x\,(\mathbf j\cdot\mathbf n)\,dS .
\]

The normal current is continuous, so the integral may use the current inside. There \(\nabla\cdot(x_i\mathbf j)=j_i+x_i\nabla\cdot\mathbf j=j_i\), and the divergence theorem gives

\[
\mathbf V=\Omega M\,\langle\mathbf j\rangle_{\rm inside}.
\]

The inclusion drifts in proportion to the mean current that passes through it. An insulator passes none.

For a sphere, measure \(r\) in radii and let \(\kappa\) be the conductivity of the inclusion divided by that of the metal. Write the current as conductivity times the gradient of a potential, equal to \(Ar\cos\theta\) inside and \((r+B/r^2)\cos\theta\) outside. Continuity of potential gives \(A=1+B\). Continuity of normal current gives \(\kappa A=1-2B=3-2A\), so \(A=3/(\kappa+2)\) and

\[
\frac{V}{v_a}=\kappa A=\frac{3\kappa}{\kappa+2}.
\]

This is 1 for \(\kappa=1\), where the current is undistorted, and tends to \(3\kappa/2\) for a poor conductor. As \(\kappa\to0\), \(B=1/2\).

A numerical test used an irregular void, a sheared ellipse joined to a disc, in a square plate 41 cells wide. The current was solved first and the vacancies second, with the wind force times one cell width equal to \(0.05\,kT\). Zero normal flux was not imposed. For an inclusion of relative conductivity \(10^{-8}\), the drift was \(1.8\times10^{-8}v_a\), although the current elsewhere rose to 1.94 times its nominal value. With \(\kappa=1\) the drift was \(1.0000\,v_a\). With \(\kappa=0.3\) it was \(0.4257\,v_a\), and the mean inside current was the same fraction of the nominal current. These digits belong to this grid. On a grid six times finer the mean inside current is 0.420 for \(\kappa=0.3\) and still \(1.8\times10^{-8}\) for the insulator, while the peak current rises to 2.5 and has not settled.

## When the concentration is not uniform

Insulation suppresses the wind term at the surface, but it does not suppress diffusion down a vacancy gradient. Let the concentration far from a spherical void of radius \(R\) be \(c_0(1+gr\cos\theta)\), with \(\theta\) now measured towards higher concentration, and let the surface stay at \(c_0\). To first order in \(g\), neglecting the product of wind and gradient, the concentration obeys Laplace's equation:

\[
\frac{c}{c_0}=1+g\left(r-\frac1{r^2}\right)\cos\theta .
\]

Its slope at \(r=1\) is \(3g\cos\theta\). Since \(J_a=+D_v\nabla c\) for this part,

\[
v_n=\frac{3gD_L}{R}\cos\theta .
\]

The void moves towards higher vacancy concentration. Define \(p=FR/kT\), so that \(v_a=pD_L/R\). A fractional change \(g=p/3\) per radius is then enough to give the speed \(v_a\).

Stress can supply such a gradient. At vacancy sources and sinks, a tension \(\sigma\) multiplies the equilibrium concentration by \(\exp(\Omega\sigma/kT)\). In a line with blocked ends, short enough to bear the stress without yielding or forming new voids, a stress gradient can grow until \(\Omega|\nabla\sigma|=F\), when the far atomic flux stops. Then \(g=p\), and the void moves at \(3v_a\) against the original atomic drift, towards the more tensile end. This estimate holds where the mean stress is near zero, so that the mean far concentration equals \(c_0\); elsewhere the drift scales roughly with \(\exp(\Omega\sigma/kT)\) and the void also grows or shrinks. It neglects the change of elastic stress around the void.

## Capillarity: a second exception

Surface energy \(\gamma\) raises the equilibrium vacancy concentration at an unstressed spherical void by the fraction

\[
\varepsilon=\exp\!\left(\frac{2\gamma\Omega}{RkT}\right)-1 .
\]

Write \(c=c_0(1+\varepsilon u)\), with \(u=1\) at \(r=1\) and \(u\to0\) far away. Measure \(\theta\) from the vacancy drift direction, opposite to \(\mathbf F\). The flow around the insulating sphere is \(\mathbf g=\nabla[(r+1/2r^2)\cos\theta]\), and

\[
\mathbf J_v=\frac{D_vc_0}{R}\left[-\varepsilon\nabla u+(1+\varepsilon u)p\,\mathbf g\right].
\]

Since \(\nabla\cdot\mathbf g=0\), the steady equation is \(\nabla^2u=p\,\mathbf g\cdot\nabla u\). For small \(p\), put \(u=1/r+pu_1\). Because \(g_r=(1-r^{-3})\cos\theta\),

\[
\nabla^2u_1=-\frac{g_r}{r^2}=\left(-\frac1{r^2}+\frac1{r^5}\right)\cos\theta .
\]

Let the directional part of \(u_1\) be \(f(r)\cos\theta\). Then

\[
f''+\frac{2f'}r-\frac{2f}{r^2}=-\frac1{r^2}+\frac1{r^5}.
\]

A constant \(a\) contributes \(-2a/r^2\), so \(a=1/2\). A term \(b/r^3\) contributes \((12-6-2)b/r^5\), so \(b=1/4\). The homogeneous solutions are \(r\) and \(1/r^2\).

The growing one is excluded by the far field, where \(\mathbf g\) is uniform. There the decaying solution is \(e^{p(r\cos\theta-r)/2}/r\), because the substitution \(u=e^{pr\cos\theta/2}w\) turns the equation into \(\nabla^2w=p^2w/4\). For \(1\ll r\ll1/p\) it becomes \(1/r+\tfrac p2(\cos\theta-1)\), which has no term \(pr\cos\theta\) and agrees with \(a=1/2\). The condition \(f(1)=0\) fixes the last coefficient:

\[
f=\frac12-\frac3{4r^2}+\frac1{4r^3},\qquad
f'(1)=\frac32-\frac34=\frac34 .
\]

The isotropic part, \(-\tfrac12(1-1/r)\), matches the far field and vanishes at \(r=1\). At the surface \(g_r=0\), so only the gradient of \(u\) contributes:

\[
v_n=-\Omega J_{v,n}=\frac{D_L\varepsilon}{R}\frac{\partial u}{\partial r}
=-\frac{D_L\varepsilon}{R}\left(1+\frac p2\right)+\frac34\varepsilon v_a\cos\theta .
\]

The first term is shrinkage. The second is a drift of \(\tfrac34\varepsilon v_a\) against the atomic drift. A numerical solution at \(p=0.0116\) gave the coefficient 0.7457; the value \(3/4\) is the limit of small \(p\). A far hydrostatic tension \(2\gamma/R\) raises the far equilibrium concentration to the surface value. It removes both terms and restores the premise of the question.

## The path that remains open

Zero normal flux does not mean zero force along the surface. With \(\theta\) again measured from the atomic drift, the local force is \(F\nabla[(r+1/2r^2)\cos\theta]\), whose tangential component at \(r=1\) is \(-\tfrac32F\sin\theta\). Atoms in a surface layer of thickness \(\delta\), with diffusivity \(D_s\) and the same \(Z^*\), have a flux per unit length

\[
J_s=-\frac{3D_s\delta F}{2\Omega kT}\sin\theta .
\]

Where this flux diverges, metal is removed and the void expands:

\[
v_n=\frac{\Omega}{R\sin\theta}\frac{d}{d\theta}(\sin\theta\,J_s)
=-\frac{3D_s\delta F}{kTR}\cos\theta .
\]

The derivative of \(\sin^2\theta\) supplies \(2\sin\theta\cos\theta\), which turns \(3/2\) into 3. Atoms run from the front of the void to its back, and the void moves against them.

## Numbers for an aluminium line

Take a void of radius 100 nm at 500 K in a line much wider than the void, carrying 1 MA/cm\(^2\). As model inputs, chosen for illustration rather than as measured values, take \(\rho=5\) μΩ cm, \(Z^*=-10\), \(\Omega=0.0166\) nm\(^3\) and \(D_L=0.10\exp(-1.30\,{\rm eV}/kT)\) cm\(^2\)/s. With \(kT=0.04309\) eV, \(D_L=7.88\times10^{-15}\) cm\(^2\)/s. The far field is \(\rho j=5\) V/cm, so the force is 50 eV/cm and

\[
p=\frac{50\times10^{-5}}{0.04309}=0.0116 .
\]

The false drift would be

\[
v_a=\frac{7.88\times10^{-15}\times0.0116}{10^{-5}}
=9.1\times10^{-12}\ {\rm cm/s}=0.33\ {\rm nm/h},
\]

or about 330 nm in 1000 h. Under the stated premises the actual drift is zero.

The premise of uniformity is delicate. A vacancy change of only 0.39% per radius would give the speed \(v_a\). The stress gradient that balances the wind is 48 MPa/μm. Over 10 μm this already makes a difference of 480 MPa, so only short lines can reach the balance. There the gradient formula gives \(3\times0.33\approx1.0\) nm/h at the point of zero mean stress. Across 480 MPa the equilibrium vacancy concentration changes by a factor of 3.2. With the surface energy used below, the drift runs from about 0.7 nm/h at \(-240\) MPa to 1.6 nm/h at \(+240\) MPa, while the radius changes at about \(-14\) and \(+21\) nm/h. Away from the balancing stress, growth or shrinkage outpaces the drift.

For \(\gamma=1\) J/m\(^2\), the capillary excess is 4.9%. It gives a drift of 0.012 nm/h, but an initial shrinkage of 1.4 nm/h. Since \(\varepsilon R\) is nearly constant while \(\varepsilon\) is small, \(R^2dR/dt\) is nearly constant, and the unstressed void closes in about \(100/(3\times1.4)\approx24\) h. A tension of 20 MPa balances this at the initial radius, but the balance is unstable: at the same tension a slightly smaller void closes and a slightly larger one grows.

For surface diffusion, take the round model values \(D_s=0.01\exp(-0.80\,{\rm eV}/kT)\) cm\(^2\)/s and \(\delta=0.25\) nm. The drift is 27 nm/h, or 82 times \(v_a\). This is an order of magnitude at best: a change of 0.1 eV in the activation energy alone changes it by \(\exp(0.1/0.04309)\approx10\). The layer is also much thinner than the electron mean free path estimated below, so the local force with the bulk \(Z^*\) is an assumption there.

Two other neglected effects can be sized. Joule heating near the void has the scale \(\rho j^2R^2/K\). With thermal conductivity \(K=244\) W/(m K), estimated from the resistivity by the Wiedemann–Franz law, this is \(2\times10^{-4}\) K. For a vacancy formation energy of 0.67 eV, it changes the vacancy concentration by \(6\times10^{-4}\)%, far below 0.39%. This sizes only the heating around the void. A temperature gradient along the whole line can be much larger, and is excluded here by the isothermal premise. The free-electron mean free path, \(\hbar k_F/(n_ee^2\rho)\) with three electrons per atom (density \(n_e\), Fermi wavenumber \(k_F\)), is 8 nm. Within such a layer, 8% of the radius, the wind force need not follow the local current. Charge conservation still forbids normal current at the surface, but it no longer fixes the normal force there. If a normal force \(F\cos\theta\) remained at the surface and decayed exponentially over this length, with the surface concentration held at \(c_0\), the void would drift along the atomic drift at \(2v_a\int_1^\infty e^{-(r-1)/\lambda}\,dr/r\approx0.15\,v_a\), with \(\lambda=0.08\) the decay length in radii; the value is nearly proportional to \(\lambda\). The exact zero therefore belongs to the premise of a local wind force, which is best met by voids much larger than the mean free path.

The chosen temperature and current density suit an accelerated test rather than ordinary use. Real lines also have grain boundaries, interfaces and stress gradients, which can feed or drain a void. For the parameters used here, relaxing uniformity through the balancing stress gradient moves the drift from zero to about 1 nm/h (with faster growth or shrinkage wherever the mean stress is far from \(2\gamma/R\)), and admitting surface diffusion moves it to tens of nm/h. An observed void drift therefore does not contradict the zero-flux result; it points to something outside the premises, such as surface diffusion, a vacancy gradient, a non-local wind force or displacement of the lattice itself. The numerical output below lists the values used. In its aluminium example the capillary and surface-diffusion drifts, and their ratios to \(v_a\), are magnitudes: both drifts are against the atomic drift, so the sign convention at the head of the program does not apply to them.

## Computed results

```
IRREGULAR VOID, drift / v_a
insulating, uniform vacancies: 1.8e-08
  largest normal flux / far flux: 4.4e-08
  largest vacancy deviation: 8.0e-15
  largest local current / nominal: 1.94
kappa=1 (undistorted force): 1.0000
kappa=0.3: 0.4257; mean inside current: 0.4257
insulating, right wall vacancies +10%: -0.133
SPHERE, drift / v_a: kappa, numerical, formula
  1e-08  0.00000  0.00000
  1e-02  0.01493  0.01493
  1e-01  0.14286  0.14286
  1e+00  0.99999  1.00000
  1e+01  2.49998  2.50000
vacancy-gradient factor: 3.0000
surface tangential-force factor: 1.5000
surface-diffusion drift factor: -3.0000
capillary drift coefficient: 0.7457 (theory 3/4)
  shift on halving radial grid: -4.0e-05
ALUMINIUM EXAMPLE, inputs
temperature: 500 K; radius: 100 nm
current density: 1.0 MA/cm2
resistivity: 5.0 uOhm cm; Z*: -10
atomic volume: 0.0166 nm3
lattice D0: 0.10 cm2/s; activation: 1.30 eV
surface D0: 0.01 cm2/s; activation: 0.80 eV
surface layer: 0.25 nm; energy: 1.0 J/m2
vacancy formation energy: 0.67 eV; valence: 3
ALUMINIUM EXAMPLE, results
kT: 0.04309 eV; far field: 5.00 V/cm
wind force magnitude: 50.0 eV/cm
D_L: 7.881e-15 cm2/s; D_s: 8.637e-11 cm2/s
false drift speed v_a: 0.3292 nm/h
false drift in 1000 h: 329.2 nm
p = force*radius/kT: 0.01160
vacancy change per radius giving v_a: 0.387 %
stress gradient balancing wind: 48.3 MPa/um
capillary vacancy excess: 4.93 %
tension cancelling it, 2 gamma/R: 20.0 MPa
capillary drift: 0.01217 nm/h; / v_a: 0.0370
capillary shrinkage dR/dt: -1.3978 nm/h
surface-diffusion drift: 27.06 nm/h
  surface drift / v_a: 82.2
electron mean free path: 7.95 nm
  mean free path / radius: 0.080
thermal conductivity estimate: 244 W/(m K)
local Joule heating scale: 2.05e-04 K
  resulting vacancy change: 6.4e-04 %
```
